# One-loop lepton anomaly from a massive vector boson: the kernel K(s)

## 1. Definitions and conventions

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, and $e^2=4\pi\alpha$. A lepton of mass $m$ couples to the photon, and also to a neutral vector boson of mass $M$, through the vertex $-ie\gamma^\mu$. Put

$$s=M^2,\qquad r=\frac{s}{m^2}.$$

The lepton enters with momentum $p_1$ and leaves with $p_2$; both are on shell, $p_1^2=p_2^2=m^2$. The external photon brings in $q=p_2-p_1$. With $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$, the vertex between the spinors $\bar u_2=\bar u(p_2)$ and $u_1=u(p_1)$ is

$$\Gamma^\mu=F_1(q^2)\gamma^\mu+\frac{i\sigma^{\mu\nu}q_\nu}{2m}F_2(q^2).$$

The definition of the charge fixes $F_1(0)=1$. The gyromagnetic factor is $g=2[F_1(0)+F_2(0)]$, so the anomaly is $a=(g-2)/2=F_2(0)$.

The result is, at one loop,

$$a=\frac{\alpha}{\pi}K(s),\qquad K(s)=\int_0^1dx\,\frac{x^2(1-x)}{x^2+(1-x)r}. \tag{1}$$

For a vector coupling $g_V$ in place of $e$, replace $\alpha$ by $g_V^2/4\pi$. An axial coupling has a different numerator and is not covered.

## 2. The loop amplitude

The boson, of momentum $k$, is emitted before the external photon acts and absorbed afterwards. Its propagator is $-i(g_{\nu\rho}-k_\nu k_\rho/s)/(k^2-s)$. Write

$$a=p_2-k,\quad b=p_1-k,\quad D_j=(p_j-k)^2-m^2=k^2-2p_j\cdot k .$$

Here the vector $a^\mu$ is not to be confused with the anomaly. The $g_{\nu\rho}$ part has two boson vertices, two lepton propagators and one boson propagator, with the combined factor $(-i)(-ie)^2(i)^2=-ie^2$:

$$\delta\Gamma^\mu=-ie^2\int\!\frac{d^4k}{(2\pi)^4}\frac{N^\mu}{(k^2-s)D_1D_2},\quad N^\mu=\gamma^\nu(\not a+m)\gamma^\mu(\not b+m)\gamma_\nu. \tag{2}$$

Every mass squared carries $-i\epsilon$.

The $k_\nu k_\rho$ part does not affect $F_2$. Since $\bar u_2\not p_2=m\bar u_2$, we have $\bar u_2\not k=-\bar u_2(\not a-m)$, and therefore

$$\bar u_2\not k(\not a+m)=-\bar u_2(a^2-m^2)=-D_2\bar u_2 .$$

In the same way $(\not b+m)\not k u_1=-D_1u_1$. The numerator becomes $D_1D_2\gamma^\mu$, which contributes to $F_1$ alone. The same argument removes the gauge-dependent $k_\nu k_\rho$ terms of a massless photon, so (2) also serves at $s=0$. Self-energies on the external legs and the charge counterterm multiply $\gamma^\mu$ and do not enter $F_2$ either.

The integral (2) diverges logarithmically at large $k$. We regulate it by continuation to $d$ dimensions, which permits shifts of $k$. The divergence will turn out to sit in the coefficient of $\gamma^\mu$, so $F_2$ is finite and its algebra can be done at $d=4$.

## 3. Combining the denominators

For positive $A,B,C$, write each inverse as $1/A=\int_0^\infty dt\,e^{-tA}$. Let $T$ be the sum of the three $t$ variables, and let $y_1,y_2$ be the fractions of $T$ belonging to $B$ and $C$. The Jacobian is $T^2$, and $\int_0^\infty T^2e^{-TX}dT=2/X^3$. Hence

$$\frac1{ABC}=2\int\frac{dy_1dy_2}{[(1-x)A+y_1B+y_2C]^3},\qquad x=y_1+y_2,$$

over $y_1,y_2\ge0$, $x\le1$. The formula continues to our denominators because their imaginary parts have the same sign.

With $A=k^2-s$, $B=D_1$, $C=D_2$ and $w=y_1p_1+y_2p_2$, the bracket is

$$k^2-2k\cdot w-(1-x)s=l^2-\Delta,\qquad l=k-w,\quad \Delta=w^2+(1-x)s .$$

From $q^2=2m^2-2p_1\cdot p_2$ we get $p_1\cdot p_2=m^2-q^2/2$, so

$$\Delta=x^2m^2-y_1y_2q^2+(1-x)s. \tag{3}$$

## 4. Reducing the numerator

The contractions follow from $\gamma^\nu\gamma_\nu=4$ and the anticommutator $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$, moving the last matrix leftwards. For any vectors $a,b,c$:

- $\gamma^\nu\not c\gamma_\nu=2\not c-4\not c=-2\not c$.
- $\gamma^\nu\not a\not c\gamma_\nu=2\not c\not a+2\not a\not c=4a\cdot c$.
- $\gamma^\nu\not a\not c\not b\gamma_\nu=2\not b\not a\not c-4(a\cdot c)\not b=-2\not b\not c\not a$.

Applied to (2), they give

$$N^\mu=-2\not b\gamma^\mu\not a+4m(a+b)^\mu-2m^2\gamma^\mu. \tag{4}$$

After the shift, $a=a_0-l$ and $b=b_0-l$, where

$$a_0=(1-y_2)p_2-y_1p_1,\qquad b_0=(1-y_1)p_1-y_2p_2 .$$

Terms linear in $l$ integrate to zero. In the quadratic term, $l^\alpha l^\beta\to g^{\alpha\beta}l^2/d$ leaves a multiple of $\gamma_\alpha\gamma^\mu\gamma^\alpha$, hence of $\gamma^\mu$. This is the divergent part, and it belongs to $F_1$.

Let $\simeq$ mean equality between $\bar u_2$ and $u_1$ up to multiples of $\gamma^\mu$. The Dirac equation turns $\not p_2$ on the far left and $\not p_1$ on the far right into $m$:

$$\bar u_2\not b_0=\bar u_2[(1-y_1)\not p_1-y_2m],\qquad \not a_0u_1=[(1-y_2)\not p_2-y_1m]u_1 .$$

Three products are needed. The first two are

$$\not p_1\gamma^\mu=2p_1^\mu-\gamma^\mu\not p_1\simeq2p_1^\mu,\qquad \gamma^\mu\not p_2=2p_2^\mu-\not p_2\gamma^\mu\simeq2p_2^\mu .$$

For the third, first move $\not p_2$ to the left of $\gamma^\mu$, then to the left of $\not p_1$:

$$\begin{aligned}
\not p_1\gamma^\mu\not p_2&=2p_2^\mu\not p_1-\not p_1\not p_2\gamma^\mu\\
&=2p_2^\mu\not p_1-2(p_1\cdot p_2)\gamma^\mu+\not p_2\not p_1\gamma^\mu\\
&\simeq2mp_2^\mu+m\not p_1\gamma^\mu\simeq2m(p_1+p_2)^\mu .
\end{aligned}$$

Therefore

$$\begin{aligned}\not b_0\gamma^\mu\not a_0\simeq2m\big[&(1-y_1)(1-y_2)(p_1+p_2)^\mu\\&-y_1(1-y_1)p_1^\mu-y_2(1-y_2)p_2^\mu\big].\end{aligned}$$

Both $\Delta$ and the integration region are symmetric under $y_1\leftrightarrow y_2$, so we may average over this exchange. The vectors $p_1$ and $p_2$ then have equal coefficients, and the bracket becomes $(p_1+p_2)^\mu$ times

$$1-x+y_1y_2-\tfrac12x+\tfrac12(y_1^2+y_2^2)=1-\tfrac32x+\tfrac12x^2=\tfrac12(1-x)(2-x).$$

The same average gives $2w\to x(p_1+p_2)$, and thus

$$4m(a_0+b_0)^\mu=4m(p_1+p_2-2w)^\mu\to4m(1-x)(p_1+p_2)^\mu .$$

Inserting both pieces in (4),

$$N^\mu\simeq2m(1-x)[-(2-x)+2](p_1+p_2)^\mu=2mx(1-x)(p_1+p_2)^\mu. \tag{5}$$

To read off $F_2$, use $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$ in

$$2m\,\bar u_2\gamma^\mu u_1=\bar u_2(\not p_2\gamma^\mu+\gamma^\mu\not p_1)u_1=\bar u_2[(p_1+p_2)^\mu+i\sigma^{\mu\nu}q_\nu]u_1 .$$

This is the Gordon identity. It replaces $(p_1+p_2)^\mu$ by $2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$. The coefficient of $i\sigma^{\mu\nu}q_\nu/(2m)$ in (5) is therefore $-4m^2x(1-x)$.

## 5. The momentum integral

For $q^2\le0$, $s>0$ and $m>0$, the three terms of (3) are non-negative and the first and last do not vanish together, so $\Delta>0$ on the whole region. At $s=0$, $\Delta$ vanishes only at the point $y_1=y_2=0$, where the integrand of $F_2$ found below grows as $1/x$ and stays integrable. The poles in $l^0$ lie below the positive and above the negative real axis, so the contour can be turned to $l^0=iL_4$. Then $d^4l=i\,d^4L$ and $l^2=-L^2$. The surface of the unit sphere in four dimensions is $2\pi^2$:

$$\int\!\frac{d^4l}{(2\pi)^4}\frac1{(l^2-\Delta)^3}=-\frac{i\,2\pi^2}{16\pi^4}\int_0^\infty\!\frac{L^3dL}{(L^2+\Delta)^3}=-\frac{i}{32\pi^2\Delta}. \tag{6}$$

The last step uses $v=L^2$, which gives $\frac12\int_0^\infty v\,dv/(v+\Delta)^3=1/(4\Delta)$.

Collecting the factor $-ie^2$, the Feynman factor 2, the numerator and (6),

$$F_2(q^2)=(-ie^2)(2)\int dy_1dy_2\,[-4m^2x(1-x)]\frac{-i}{32\pi^2\Delta}
=\frac{\alpha}{\pi}\int dy_1dy_2\,\frac{m^2x(1-x)}{\Delta}.$$

The sign is positive because $(-i)(-i)=-1$ meets the minus sign of the numerator. The size follows from $8e^2/(32\pi^2)=\alpha/\pi$.

At $q^2=0$, $\Delta$ depends on $x$ alone. For given $x$, $y_1$ runs from 0 to $x$, so $dy_1dy_2\to x\,dx$. Dividing numerator and denominator by $m^2$ gives (1).

At $s=0$ the integrand is $1-x$, so $K=1/2$ and $a=\alpha/2\pi$, the Schwinger value. For $s>0$ the integrand is positive inside the interval and falls as $s$ grows. A heavier boson thus gives a smaller, still positive, anomaly.

## 6. Closed form

Let $D(x)=x^2-rx+r=x^2+(1-x)r$, which is positive on $[0,1]$ for $r>0$. Divide the numerator by $D$ in two steps:

$$x^2(1-x)=-xD+(1-r)x^2+rx,$$
$$(1-r)x^2=(1-r)D+r(1-r)x-r(1-r).$$

Hence

$$\frac{x^2(1-x)}D=-x+1-r+\frac{r(2-r)x-r(1-r)}D .$$

Since $D'=2x-r$, write $x=\frac12D'+\frac r2$. The last numerator becomes

$$\frac{r(2-r)}2D'+\frac{r^2(2-r)}2-r(1-r)=\frac{r(2-r)}2D'-\frac{r(r^2-4r+2)}2 .$$

With $D(0)=r$ and $D(1)=1$, $\int_0^1D'/D\,dx=-\ln r$. The polynomial part integrates to $\frac12-r$. So

$$K=\frac12-r+\frac{r(r-2)}2\ln r-\frac{r(r^2-4r+2)}2J(r),\quad J=\int_0^1\frac{dx}{D}. \tag{7}$$

**Case $r>4$.** Set $\sqrt r=2\cosh(\eta/2)$ with $\eta>0$, so that $r=2+e^\eta+e^{-\eta}$. The numbers $x_\pm=1+e^{\pm\eta}$ have sum $r$ and product $r$, so they are the roots of $D$. Their difference is $2\sinh\eta=\sqrt{r(r-4)}$. Partial fractions give

$$J=\frac1{2\sinh\eta}\left[\ln\frac{x_+-x}{x_--x}\right]_0^1=\frac{2\eta-\eta}{2\sinh\eta}=\frac{2\,\mathrm{arccosh}(\sqrt r/2)}{\sqrt{r(r-4)}}. \tag{8}$$

At $x=0$ the logarithm is $\ln[(1+e^\eta)/(1+e^{-\eta})]=\eta$.

**Case $0<r<4$.** Set $\sqrt r=2\cos\varphi$ with $0<\varphi<\pi/2$. Then $r/2=1+\cos2\varphi$, $\sqrt{r(4-r)}=2\sin2\varphi$ and $D=(x-r/2)^2+\sin^22\varphi$. The integral is

$$J=\frac{\arctan(-\cot2\varphi)+\arctan(\cot\varphi)}{\sin2\varphi} .$$

The two arctangents are $2\varphi-\pi/2$ and $\pi/2-\varphi$, whose sum is $\varphi$. Thus

$$J=\frac{2\arccos(\sqrt r/2)}{\sqrt{r(4-r)}}. \tag{9}$$

**Case $r=4$.** Here $D=(2-x)^2$, $J=1/2$, and $K=8\ln2-11/2\approx0.04518$. At this point the boson reaches the threshold for decay into a lepton pair. The kernel is nevertheless regular there, because $D$ has no zero on the integration interval.

## 7. Limits and their errors

**Heavy boson.** Dropping $x^2$ from the denominator of (1) gives $\int_0^1x^2dx/r=1/(3r)=m^2/(3s)$. The error follows by subtraction of the integrands:

$$\frac{x^2}{r}-\frac{x^2(1-x)}D=\frac{x^2[D-r(1-x)]}{rD}=\frac{x^4}{rD},$$

$$\frac1{3r}-K=\frac1r\int_0^1\frac{x^4}{D}dx>0. \tag{10}$$

The heavy-boson formula therefore overestimates $K$ at every $r>0$. To obtain the leading error, write $x^4=1-(1-x^4)$. The first part gives $J$. In the second, factor $1-x^4=(1-x)(1+x+x^2+x^3)$. Since $D/(1-x)\ge r$, and $D/[r(1-x)]\to1$ at each $x<1$, that part tends to

$$\frac1r\int_0^1(1+x+x^2+x^3)dx=\frac{25}{12r}.$$

From (8), $\eta\to\ln r$ and $2\sinh\eta\to r$, so $J\to\ln r/r$, with corrections smaller than $1/r$. Hence, for $r\gg1$,

$$K=\frac1{3r}-\frac{\ln r-25/12}{r^2}+\cdots, \tag{11}$$

where the omitted terms fall faster than $1/r^2$. The excess of $m^2/(3s)$ over $K$, divided by $K$, is $3(\ln r-25/12)/r$ to leading order at large $r$. The factor 3 and the growing logarithm together make it larger than the bare ratio $m^2/s$ suggests.

The factor $m^2$ has two sources. One power of $m$ is in the numerator (5), and the other comes from measuring $F_2$ in units of $1/(2m)$. At fixed coupling and fixed heavy $M$, the anomaly thus grows as the square of the lepton mass.

**Light boson.** As $r\to0$, (9) gives $J\to\pi/(2\sqrt r)$. The last term of (7) tends to $-rJ$, while the others differ from $1/2$ by terms of order $r|\ln r|$. So

$$K=\frac12-\frac\pi2\frac Mm+O(r|\ln r|). \tag{12}$$

The first correction is linear in $M$, not in $M^2$. Its origin is seen by subtracting integrands: $\frac12-K=r\int_0^1(1-x)^2/D\,dx$. With $x=\sqrt r\,t$ this tends to $\sqrt r\int_0^\infty dt/(t^2+1)=\frac\pi2\sqrt r$. The term thus comes from $x\sim M/m$, where the two terms of $D$ are comparable; an expansion of the integrand in powers of $s$ fails there.

## 8. Numerical evaluation

The closed form loses accuracy at large $r$. Its logarithmic term and its $J$ term, of opposite sign, each have size $\frac12r^2\ln r$, whereas their sum with the rest is $1/(3r)$. The ratio is about $\frac32r^3\ln r$. At $r=10^5$ this is near $2\times10^{16}$, which exhausts double precision.

Three choices avoid the loss:

- Integrate (1) by adaptive quadrature. The integrand has one sign, so its contributions do not cancel. At large $r$ it drops to zero within a distance of order $1/r$ from $x=1$, and the subdivision must resolve this edge.
- Evaluate (7) in extended precision, with more digits than the cancellation removes.
- Use (11) when the omitted terms, of order $\ln r/r^3$, are below the required error. The relative error of (11) is about 10% at $r=20$, 0.7% at $r=90$ and $10^{-4}$ at $r=10^3$.

Close to $r=4$, (8) and (9) are quotients of two small numbers. Quadrature of (1) is smooth there. At $r=0$, set $K=1/2$ directly, since (7) contains $\ln r$.

## 9. Worked example

Take a model boson with $M=1000$ MeV and coupling $e$ to both the muon and the electron. The inputs are $m_\mu=105.658376$ MeV, $m_e=0.510999$ MeV and $\alpha=0.00729735$. Equation (7) is evaluated with 50-digit arithmetic.

For the muon,

$$r=(1000/105.658376)^2=89.5761,\qquad J=0.0510818 .$$

Evaluated with the unrounded mass $m_\mu=105.6583755$ MeV, for which $r=89.576098296$, the polynomial, logarithmic and $J$ terms of (7) add to

$$K=-89.076098+17631.367087-17542.287594=0.003395 .$$

About seven digits cancel between terms of order $10^4$ and a result of order $10^{-3}$. The anomaly is

$$a_\mu=\frac{0.00729735}{\pi}\times0.003395=7.89\times10^{-6}.$$

The leading formula gives $1/(3r)=0.003721$, which is 9.6% above $K$. Including the next term in (11) gives $0.003421$, which is 0.75% above $K$.

For the electron, $r=3.830\times10^6$ and $K=8.704\times10^{-8}$, so $a_e=2.02\times10^{-10}$. Here the leading formula exceeds $K$ by 0.001%.

The ratio of the two anomalies is $39008$, while $(m_\mu/m_e)^2=42753$. The difference can be traced by writing

$$\frac{a_\mu}{a_e}=\frac{K_\mu}{K_e}=\left(\frac{m_\mu}{m_e}\right)^2\frac{3r_\mu K_\mu}{3r_eK_e}.$$

The electron factor $3r_eK_e$ is nearly 1, but the muon factor is $0.912$. The shortfall of 8.8% from quadratic scaling is thus the muon's departure from the heavy-boson limit.

The next table shows the muon kernel as the boson mass varies at fixed coupling.

| $M$ (MeV) | $K$ | $3rK$ | $a_\mu$ |
|---:|---:|---:|---:|
| 0 | 0.5000 | 0 | $1.16\times10^{-3}$ |
| 1 | 0.4859 | 0.00013 | $1.13\times10^{-3}$ |
| 10 | 0.3913 | 0.0105 | $9.09\times10^{-4}$ |
| 100 | 0.1107 | 0.297 | $2.57\times10^{-4}$ |
| 1000 | $3.395\times10^{-3}$ | 0.912 | $7.89\times10^{-6}$ |
| 10000 | $3.712\times10^{-5}$ | 0.998 | $8.62\times10^{-8}$ |

The column $3rK$ is the ratio of the kernel to its heavy-boson form. At $M=100$ MeV, close to the muon mass, that form is too large by more than a factor of three. These anomalies are one-loop contributions of the stated model; higher orders in the coupling are left out.

All numerical values are calculated from the stated model.
